# Choosing the field-update interval and mesh in Monte Carlo–Poisson transport

## A displaced slab without collisions

Take a uniform electron gas of density \(n\), effective mass \(m\) and permittivity \(\varepsilon\) on a fixed positive background. Displace all electrons by \(x\). The charge left uncovered on one side produces the field \(nex/\varepsilon\) (SI formulae are used throughout). The force on charge \(-e\) points back, so

\[
\ddot x=-\omega_p^2x,\qquad \omega_p^2=\frac{ne^2}{\varepsilon m}.
\]

Now compute the field once, hold it for a time \(\Delta t\), and move the electrons without error in that frozen field:

\[
x_1=x_0+v_0\Delta t-\tfrac12\omega_p^2\Delta t^2x_0,\qquad
v_1=v_0-\omega_p^2\Delta t\,x_0 .
\]

With \(u=v\Delta t\) and \(W=(\omega_p\Delta t)^2\), the step matrix acting on \((x,u)\) is

\[
\begin{pmatrix}1-W/2&1\\-W&1\end{pmatrix},\qquad
\det=1-\frac W2+W=1+\frac W2>1 .
\]

The product of the eigenvalues exceeds one, so at least one mode grows at any \(\Delta t\). For small steps the eigenvalues are a complex pair with \(|\lambda|^2=1+W/2\), and the growth rate is \(\ln(1+W/2)/(2\Delta t)\approx\omega_p^2\Delta t/4\).

The cause is delay. On average the frozen force is old by \(\Delta t/2\):

\[
-\omega_p^2x(t-\Delta t/2)\approx-\omega_p^2x+\tfrac12\omega_p^2\Delta t\,v .
\]

The last term is a negative friction. Accurate particle flights do not remove it, because the fault lies in the coupling.

## The settings and the model

A self-consistent transport run asks for the interval between Poisson solutions, the mesh spacing \(h\), and the number \(N_c\) of simulated particles per cell. The band mass and permittivity may come from an electronic-structure calculation; they enter here as constants.

The scattering rate \(\nu\) is constant, and the mean velocity after a collision is zero. The mesh is one-dimensional and periodic, with linear charge assignment and a three-point Poisson equation. The temperature \(T\) defines \(v_t^2=kT/m\) and the Debye length \(\lambda_D=v_t/\omega_p\).

Two couplings are compared. In *frozen* coupling the field is held for \(\Delta t\) while flights and collisions are followed accurately. In *leapfrog* coupling the field is renewed between the two half-kicks of every step, and one collision test is made at the end of the step.

## Time limit for a frozen field

Averaged over collisions, the slab obeys \(\dot v=a-\nu v\) with \(a=-\omega_p^2x_0\) held fixed. Let \(g=\nu\Delta t\) and \(q=e^{-g}\). Integrating once and then again gives

\[
v_1=qv_0+\frac a\nu(1-q),\qquad
x_1=x_0+\frac{v_0}{\nu}(1-q)+\frac{a}{\nu^2}(g-1+q).
\]

Put \(u=v/\nu\) and \(R=\omega_p^2/\nu^2\):

\[
x_1=[1-R(g-1+q)]x_0+(1-q)u_0,\qquad
u_1=-R(1-q)x_0+qu_0 .
\]

The trace is \(\tau=1+q-R(g-1+q)\), and the determinant is

\[
D=q-Rq(g-1+q)+R(1-q)^2=q+R[1-(1+g)q].
\]

The eigenvalues are the zeros of \(p(\lambda)=\lambda^2-\tau\lambda+D\). Both lie inside the unit circle if and only if \(D<1\), \(p(1)>0\) and \(p(-1)>0\). For a complex pair this holds because \(|\lambda|^2=D\). For real roots, positive \(p(\pm1)\) leaves both roots between \(-1\) and \(1\), or both beyond the same end, and \(D<1\) excludes the second case.

The condition at \(+1\) is always met:

\[
p(1)=1-\tau+D=Rg(1-q)>0 .
\]

The condition \(D<1\) reads \(R[1-q-gq]<1-q\). Dividing by \(1-q\) and using \(q/(1-q)=1/(e^g-1)\) gives

\[
R\left[1-\frac{g}{e^g-1}\right]<1 .\tag{1}
\]

For the condition at \(-1\),

\[
p(-1)=2(1+q)+R[2(1-q)-g(1+q)]>0 .
\]

Dividing by \(2(1+q)\) and using \((1-q)/(1+q)=\tanh(g/2)\) gives

\[
R\left[\frac g2-\tanh\frac g2\right]<1 .\tag{2}
\]

Both brackets rise with \(g\), so each condition is an upper limit on \(\Delta t\), and the smaller limit applies. The bracket in (1) stays below one, so (1) restricts the step only when \(\nu<\omega_p\). Its violation gives a growing oscillation. Violation of (2) gives a displacement that changes sign at every step.

A simpler bound follows. Since \(g/(e^g-1)=(g/2)\coth(g/2)-g/2\) and \((g/2)\coth(g/2)>1\), the bracket in (1) is below \(g/2\). So is the bracket in (2), because \(\tanh(g/2)>0\). Both conditions therefore hold whenever \(Rg/2\le1\), that is,

\[
\boxed{\Delta t\le\frac{2\nu}{\omega_p^2}}\tag{3}
\]

This is sufficient for every positive \(\nu\) in this model. Two limits show how close it is to the true limit.

- **Weak scattering.** Expanding (1), \(R(g/2-g^2/12)=1\), gives \(\Delta t_{\max}\approx(2\nu/\omega_p^2)(1+\nu^2/3\omega_p^2)\). Collisional friction just cancels the negative friction of the delay.
- **Strong scattering.** With \(\tanh(g/2)\to1\), (2) gives \(\Delta t_{\max}\approx(2\nu/\omega_p^2)(1+\omega_p^2/\nu^2)\). Charge now relaxes in the dielectric time \(\nu/\omega_p^2\), and the limit is about twice that time.

Between these limits the bound is more cautious. At \(\nu=0.9\,\omega_p\) the true limit is 1.69 times (3).

The analysis describes a cold, uniform displacement. Pressure, Landau damping and finite wavelength are left out, so it addresses the long waves of a large sample.

## Time limit for leapfrog

Return to \(u=v\Delta t\). A half-kick, a drift, a half-kick with the new field and the mean effect of collisions give

\[
x_1=\left(1-\frac W2\right)x_0+u_0,
\]
\[
u_1=q\left[u_0-\frac W2(x_0+x_1)\right]
=q\left[\left(1-\frac W2\right)u_0-W\left(1-\frac W4\right)x_0\right].
\]

The determinant is \(q[(1-W/2)^2+W(1-W/4)]=q\), and the trace is \((1-W/2)(1+q)\). The conditions \(p(\pm1)>0\) become \(|1-W/2|<1\), hence

\[
\omega_p\Delta t<2 ,\tag{4}
\]

for the cold, uniform displacement, whatever the value of \(\nu\). At \(\nu=0\) the amplitude is then bounded but not damped.

A warm plasma becomes unstable earlier. Without collisions and on a fine mesh, a wave that changes sign at every step appears when \(W\sum_{j\ge1}j(-1)^{j+1}e^{-j^2b^2/2}=1\), with \(b=kv_t\Delta t\). The sum tends to \(1/4\) as \(b\to0\), which gives (4), but it is largest near \(b=1.14\), which gives \(\omega_p\Delta t<1.62\). Collisions raise this threshold, to roughly 1.7 at \(\nu=0.1\,\omega_p\) and 1.8 at \(\nu=0.3\,\omega_p\).

Scattering sets a separate limit, one of accuracy. Under a constant acceleration \(a\), let \(\bar v\) be the steady mean velocity just before the collision test. Then \(\bar v=q\bar v+a\Delta t\), so \(\bar v=a\Delta t/(1-q)\). The mean velocity during a flight is

\[
q\bar v+\frac{a\Delta t}{2}
=\frac{a\Delta t}{2}\,\frac{1+q}{1-q}
=\frac a\nu\left[\frac g2\coth\frac g2\right].\tag{5}
\]

The correct drift is \(a/\nu\), so the bracket is the factor by which the mobility is overestimated. For small \(g\) it is \(1+g^2/12\). An error of 1% relative to the correct mobility occurs at \(g=0.347\).

## The mesh limit

A mesh cannot distinguish wave number \(k\) from \(k_p=k+2\pi p/h\), with \(p\) any integer. The particles can, because they respond at every \(k_p\). Consider a force obtained by central differences at the nodes and interpolated linearly to the particles. Define

\[
S_p=\left[\frac{\sin(k_ph/2)}{k_ph/2}\right]^2,\quad
\kappa=\frac{\sin kh}{h},\quad K=\frac2h\sin\frac{kh}{2}.
\]

\(S_p\) is the Fourier factor of linear assignment. It acts once when charge is deposited and once when the force is read.

For waves proportional to \(e^{i(kx-\omega t)}\) with mesh field \(\mathcal E\), the linearised collisionless Vlasov equation is

\[
-i(\omega-k_pv)f_p-\frac em S_p\mathcal E f_0'=0
\;\Rightarrow\;
f_p=-\frac{ie}{m}\,\frac{S_p\mathcal E f_0'}{k_pv-\omega}.
\]

The mesh charge is \(\rho=-e\sum_pS_p\int f_p\,dv\). Poisson's equation and the central difference give \(\mathcal E=-i\kappa\rho/(\varepsilon K^2)\). Eliminating \(\rho\),

\[
1=\frac{e^2\kappa}{\varepsilon mK^2}\sum_pS_p^2\int\frac{f_0'\,dv}{k_pv-\omega}.
\]

For a Maxwellian \(f_0\), integrate by parts with \(v=\sqrt2v_ts\). Define \(Z(\zeta)=\pi^{-1/2}\int e^{-s^2}(s-\zeta)^{-1}ds\) for \(\mathrm{Im}\,\zeta>0\), continued analytically elsewhere. Replacing \(v\) by \(-v\) when \(k_p<0\), the integral is \(nZ'(\zeta_p)/(2v_t^2k_p)\) with \(\zeta_p=\omega/(\sqrt2|k_p|v_t)\). Thus

\[
1=\frac{\kappa}{2\lambda_D^2K^2}\sum_p\frac{S_p^2}{k_p}Z'(\zeta_p).\tag{6}
\]

For real \(\zeta>0\), \(\mathrm{Im}\,Z'=-2\sqrt\pi\,\zeta e^{-\zeta^2}\). Call the right side of (6) \(G=G_r+iG_i\). For the weakly damped or slowly growing waves considered here, \(G_r\) falls with frequency, and a small \(G_i\) shifts the root by \(\delta\omega=-iG_i/(\partial G_r/\partial\omega)\). The imaginary part of \(\omega\) therefore has the sign of \(G_i\). For \(0<k<\pi/h\), where \(\kappa>0\), terms with \(k_p>0\) damp the wave; aliases with \(k_p<0\) feed it.

Physical Landau damping is strong when \(k\lambda_D\) is of order one. Requiring the shortest mesh wave, \(k=\pi/h\), to reach that region gives the working limit

\[
h\lesssim\pi\lambda_D .\tag{7}
\]

This is a rule of thumb, not a sharp threshold. The node force vanishes at \(k=\pi/h\) itself, and at \(h=\pi\lambda_D\) the fastest-growing wave is a long one, \(kh\approx0.5\) or \(k\lambda_D\approx0.17\), where Landau damping is still weak. The largest growth rates found from (6), over 28 sampled wavelengths, are listed below; denser sampling raises the first two entries to about \(3.7\times10^{-5}\) and \(8.1\times10^{-4}\) and leaves the last two unchanged.

| \(h/\lambda_D\) | growth rate / \(\omega_p\) |
|---:|---:|
| 3.14 | \(2.9\times10^{-5}\) |
| 5 | \(7.7\times10^{-4}\) |
| 10 | 0.014 |
| 20 | 0.024 |

A low-noise particle calculation of one wave at \(h=20\lambda_D\) grew at \(0.0186\,\omega_p\), against \(0.0201\,\omega_p\) from (6). The particle value is 7% lower, relative to theory; the cause of the difference was not isolated.

Collisions should oppose this growth. For a cold wave, momentum loss damps the amplitude at about \(\nu/2\), which suggests comparing \(\nu/2\) with the table. That comparison is an estimate, since (6) contains no collisions.

The force rule matters too. The alternative *cell force* is the gradient of the linearly interpolated potential and is constant within a cell. Collisionless leapfrog runs lasting \(300/\omega_p\), with \(N_c=20\), gave these changes in \(\langle v_x^2\rangle\) relative to its initial value. Each is a single run; other random seeds give \(0\) to \(-0.6\%\), about 18 to 19 times, and \(-3\%\) to \(-4\%\):

- node force, \(h=\lambda_D\): \(-0.8\%\);
- node force, \(h=20\lambda_D\): an increase by 18.4 times the initial value;
- cell force, \(h=20\lambda_D\): \(-3.7\%\).

In the second run \(\langle v_x^2\rangle\) ends at 19.4 times its initial value. A Debye length based on it has grown by \(\sqrt{19.4}=4.4\), which brings \(h/\lambda_D\) from 20 down to about 4.5. By this measure the plasma has moved towards the region where the table shows slow growth. The comparison is only indicative, because the table assumes a Maxwellian and the heated distribution need not be one. The cell force avoided this heating for a plasma at rest, but a mesh of \(20\lambda_D\) still cannot resolve screening. The cell force also does not conserve momentum. With the same settings and an initial drift equal to \(v_t\), the drift falls to about \(0.2\,v_t\) within \(300/\omega_p\) and the velocity variance rises by about 90%: the mesh turns drift into heat.

## Heating below the stability limit

A stable frozen-field run still gains energy. Let \(Q\) be the vector of node charges per unit area and \(\phi=AQ\) the potential, with \(A\) symmetric and positive for neutral charge. The field energy is \(U=\tfrac12Q^{T}AQ\). With the cell force and accurate flights, the kinetic energy gained in the frozen potential is \(\Delta K=-\phi^{T}\Delta Q\). After the new Poisson solution,

\[
\Delta U=\phi^{T}\Delta Q+\tfrac12\Delta Q^{T}A\,\Delta Q,
\]
\[
\Delta K+\Delta U=\tfrac12\Delta Q^{T}A\,\Delta Q\ge0 .\tag{8}
\]

The gain is the field energy of the charge increment. Elastic collisions change neither the kinetic energy nor the charge at the moment they occur, so (8) holds with them too.

To estimate its size, note that each simulated particle is a sheet of charge \(\sigma=enh/N_c\) per area, representing \(nh/N_c\) electrons per area. Moving it by \(s\) within a cell transfers charge \(\sigma s/h\) between neighbouring nodes and changes the field in that cell by \(\sigma s/(\varepsilon h)\). With many cells, the uniform shift that keeps the mean field zero is negligible. The increment energy per area is

\[
\frac{\varepsilon h}{2}\left(\frac{\sigma s}{\varepsilon h}\right)^2=\frac{\sigma^2s^2}{2\varepsilon h}.
\]

For independent thermal velocities the cross terms between sheets average to zero, and \(\langle s^2\rangle\approx v_t^2\Delta t^2\). Dividing by the electrons per sheet and by \(\Delta t\) gives the energy gain per electron,

\[
\frac{d\mathcal H}{dt}\approx
\frac{N_c}{nh}\,\frac{\sigma^2v_t^2\Delta t}{2\varepsilon h}
=\frac{\omega_p^2\Delta t}{2N_c}\,kT .\tag{9}
\]

The last step uses \(\sigma^2=(enh/N_c)^2\) and \(mv_t^2=kT\). If the energy is shared among three velocity directions, \(\tfrac32k\,dT/dt\) equals (9), so

\[
\frac1T\frac{dT}{dt}\approx\frac{\omega_p^2\Delta t}{3N_c}.\tag{10}
\]

This is a leading-order law. Crossing a cell edge divides \(s\) into two parts whose squares sum to less than \(s^2\), and collisions during \(\Delta t\) shorten \(s\); both reduce the gain. Close to the stability limit, collective motion is barely damped, the displacements become correlated, and the gain can exceed (9) considerably. For \(N_c=10\), the measured rate was 3% below (9) at \(\omega_p\Delta t=0.1\) and 6% below at 0.2. Doubling \(N_c\) halved the rate to within a few per cent.

If phonons remove energy, the temperature can settle while this artificial power continues to flow. A steady temperature is then no proof that numerical heating is absent.

## Worked example

Take the round parameters \(m=0.1\,m_e\), relative permittivity 12, \(n=10^{17}\,\mathrm{cm^{-3}}\), \(T=300\) K and \(\nu=5\times10^{12}\,\mathrm{s^{-1}}\). They give \(\omega_p=1.6285\times10^{13}\,\mathrm{s^{-1}}\), \(\nu/\omega_p=0.307\) and \(\lambda_D=13.1\) nm. The limits are

\[
\frac{2\nu}{\omega_p^2}=\frac{10^{13}}{(1.6285\times10^{13})^2}\,\mathrm s=37.7\ \mathrm{fs},\qquad
\frac2{\omega_p}=122.8\ \mathrm{fs},
\]
\[
\frac{0.347}{\nu}=69\ \mathrm{fs},\qquad \pi\lambda_D=41\ \mathrm{nm}.
\]

Condition (1) gives a frozen-field limit of 39.0 fs, close to the simple bound. For leapfrog, 1% mobility accuracy is more restrictive than stability.

Three runs lasted \(100/\omega_p\), with the cell force, \(h=4\lambda_D\) and \(N_c=200\). Each is a single run; other random seeds shift the two stable values by up to 0.003 and give about 120 to 130 for the unstable one:

- Frozen field at one quarter of its limit: \(T/T_0=1.027\). Here \(\omega_p\Delta t=0.635/4=0.159\), and (10) predicts a rise of \(0.159\times100/600=0.026\).
- Frozen field at twice its limit, 77.9 fs: \(T/T_0=148\). Equation (10), integrated over the run, would give a rise of only about 0.24. The linear growth rate is \(0.104\,\omega_p\), so an unsaturated amplitude would grow by \(e^{10.4}\); this is instability, not the slow heating of (10).
- Leapfrog at the same 77.9 fs: \(T/T_0=1.024\). The instability is absent, though the temperature still changes.

Here \(\nu/2=0.15\,\omega_p\) exceeds every growth rate in the mesh table. By the estimate above, collisions would suppress the linear mesh instability in this material model. A contact or channel with much weaker scattering could still be unstable. Suppressing the linear instability does not by itself keep the temperature constant: with a node force on a coarse mesh, particle noise can continue to heat the plasma.

## Choosing the values

1. Find the largest \(\omega_p\), the smallest and the largest \(\nu\), and the smallest \(\lambda_D\) in the device. The smallest \(\nu\) enters (3); the largest enters (5). Using local values in a uniform-plasma formula is an approximation, so leave a margin.
2. With a frozen field, start at half of (3) or less. If \(\nu\) is very small, change the coupling instead of chasing a vanishing step.
3. With leapfrog, keep \(\omega_p\Delta t\) below the warm-plasma value 1.62, not merely below the cold limit (4), with a margin, and check the mobility factor (5) at the largest \(\nu\), where its error is greatest.
4. With a node force, keep \(h\) below \(\pi\lambda_D\); this slows mesh heating but does not exclude it, so check the temperature over the intended run length. With a cell force, choose \(h\) from the screening and the device structure to be resolved, and check in a collisionless run with drift that the artificial loss of drift on the mesh is slow compared with the smallest \(\nu\).
5. For a frozen-field run with the cell force, of length \(t\) and tolerated relative temperature rise \(\delta\), (10) also requires \(\Delta t\lesssim3N_c\delta/(\omega_p^2t)\). In the example, \(\delta=0.01\) and \(t=100/\omega_p\) give \(\omega_p\Delta t=0.06\), or 3.7 fs, ten times stricter than stability.
6. Repeat a short run with elastic scattering and no applied field. Halve \(\Delta t\), then double \(N_c\). Well below the stability limit and with \(\nu\Delta t\ll1\), frozen-field heating should roughly halve each time; nearer the limit it can fall faster when \(\Delta t\) is halved. When \(\nu\Delta t\gtrsim1\) the displacements are diffusive and the rate falls more slowly: at \(\nu=3\,\omega_p\), where the limit is \(\omega_p\Delta t=6.67\), halving \(\omega_p\Delta t\) from 1.6 to 0.8 lowers the rate only to about 0.8 of its value.

These rules assume constant mass and scattering rate, a nondegenerate Maxwellian at rest and a uniform mesh. A strong drift changes \(f_0\) in (6), and energy-dependent scattering changes the single friction rate in (1)–(3). In those cases the formulae provide starting values, and the comparison in item 6 is needed before the settings are trusted. The numerical output below gives the calculated limits and simulation results.

## Table of computed values

```
Inputs: mass 0.10 m_e, rel. permittivity 12
Inputs: n 1.0e+17 cm^-3, T 300 K, nu 5.0e+12 s^-1
Plasma frequency wp: 1.6285e+13 rad/s
nu/wp: 0.3070 (dimensionless)
Debye length: 13.094 nm
Frozen field, exact limit: 38.97 fs
Frozen field, wp*dt at limit: 0.6346
Frozen field, 2 nu/wp^2: 37.70 fs
Leapfrog limit 2/wp: 122.81 fs
nu*dt for 1% mobility error: 0.3468
dt for 1% mobility error: 69.35 fs
Mesh limit pi*Debye length: 41.13 nm
nu/wp 0.1: wp*dt limit 0.2007, over 2nu/wp: 1.0034
nu/wp 0.3: wp*dt limit 0.6192, over 2nu/wp: 1.0319
nu/wp 0.9: wp*dt limit 3.0372, over 2nu/wp: 1.6874
nu/wp 1.5: wp*dt limit 4.3293, over 2nu/wp: 1.4431
nu/wp 3.0: wp*dt limit 6.6667, over 2nu/wp: 1.1111
Flight test, max rel. error: 0.0049 (nu=0.3), 0.0151 (nu=1.5)
Leapfrog |x| after 25 steps from 1: 0.0033 (wp*dt=1.9), 1.582e+04 (2.1)
Mobility factor at nu*dt=2: simulated 1.3142, formula 1.3130
h/Debye 3.142: max growth 2.940e-05 wp at kh=0.50 rad
h/Debye 5.000: max growth 7.714e-04 wp at kh=0.90 rad
h/Debye 10.000: max growth 1.368e-02 wp at kh=1.70 rad
h/Debye 20.000: max growth 2.376e-02 wp at kh=2.30 rad
3-cell wave, h/Debye=20, theory: freq 0.5237 wp, growth 0.02007 wp
3-cell wave, h/Debye=20, particles: freq 0.5245 wp, growth 0.01862 wp
Heating wp*dt=0.1 Nc=10: run 0.00501, law 0.00515 kT0*wp; increment/gain 1.0051
Heating wp*dt=0.2 Nc=10: run 0.01021, law 0.01084 kT0*wp; increment/gain 1.0029
Heating wp*dt=0.1 Nc=20: run 0.00248, law 0.00254 kT0*wp; increment/gain 1.0015
Example runs: h=4 Debye lengths, 40 cells, Nc=200, time 100/wp
Long step (twice limit): 77.94 fs
Linear growth at long step: 0.1037 wp
Final T/T0, frozen, limit/4: 1.0269
Final T/T0, frozen, 2*limit: 148.1518
Final T/T0, leapfrog, same long step: 1.0241
Mesh runs: 128 cells, Nc=20, wp*dt=0.2, time 300/wp, nu=0
Relative rise of vx^2, node force, h=1 Debye: -0.0079
Relative rise of vx^2, node force, h=20 Debye: 18.4342
Relative rise of vx^2, cell force, h=20 Debye: -0.0367
```
